Positron lifetime at a silicon vacancy, with grid and supercell errors

A positron lifetime can look converged and still be wrong. For an unrelaxed vacancy in a 64-site silicon supercell, refining the grid from 16 to 24 points per cubic cell edge moves the lifetime from 236.08 to 236.20 ps. The change suggests an error near 0.1 ps. At the coarser grid, however, a 512-site cell gives 241.62 ps. The grid was adequate; the cell was not, because the positron spread into the neighbouring images of the vacancy. The binding energy suffers more: 0.449 eV in the small cell against 0.380 eV in the large one. The two errors must be measured separately.

TWO POINTS BY HAND

Put a positron on two grid points, B in the bulk and D in the defect, with energies 3 and 0 in arbitrary units. B and D are joined by two links, one inside the cell and one through its periodic boundary. Each link contributes −1 to the off-diagonal matrix element. The local annihilation rates are g_B = 2 and g_D = 1, since a vacancy has fewer electrons.

With periodic boundaries the links add to −2, and the eigenvalue condition is

(3 − E)(0 − E) − (−2)² = E² − 3E − 4 = 0.

The lower root is E = −1. The first row of the eigenvalue equation, (3 + 1)b − 2d = 0, gives d = 2b. The probabilities are therefore b² = 1/5 and d² = 4/5, and the rate is

λ = 2·(1/5) + 1·(4/5) = 6/5.

The same number follows from the energy alone. Add ηg to the site energies, so that

(3 + 2η − E)(η − E) − 4 = 0.

Differentiate with respect to η at η = 0, E = −1, where the two brackets equal 4 and 1:

(2 − E′)·1 + 4·(1 − E′) = 0, so E′ = 6/5.

The rate is the response of the level to a potential shaped like the local rate.

Now change the boundary. If the wave function must change sign on crossing it, the boundary link becomes +1 and cancels the inner one. The positron sits on D, with E = 0 and λ = 1. For an isolated pair, cut the boundary link. One link of −1 remains:

E² − 3E − 1 = 0, E = (3 − √13)/2 ≈ −0.303.

Differentiating as before, with brackets 3.303 and 0.303,

0.303(2 − E′) + 3.303(1 − E′) = 0, E′ ≈ 1.084.

The isolated energy lies between −1 and 0, and the isolated rate between 1.2 and 1. The average rate, 1.1, is closer to 1.084 than either. A real calculation replaces two points by a three-dimensional grid and the invented energies by atomic potentials.

THE POSITRON EQUATION

In atomic units (ħ = m = e = 1) the lowest positron state obeys

[−½∇² + V₊(r)]ψ(r) = Eψ(r),
V₊(r) = Σ_a v(|r − R_a|) + V_corr(n(r)),
n(r) = Σ_a n_at(|r − R_a|).

Here v is the electrostatic potential of a neutral atom, R_a are fixed atomic positions and n is the electron density. This is two-component density-functional theory in the limit of vanishing positron density: a single positron does not repel itself, and its effect on the electrons enters through V_corr and the enhancement γ below. The limit is exact only for a positron spread through the crystal. A trapped positron has a finite local density, about 0.01 Å⁻³ on average within one bond length of the vacancy below, roughly a tenth of the electron density it samples, so for the vacancy the limit is a further approximation. The superposed density does not relax in the crystal, nor does it respond to the trapped positron.

The atoms are spherical local-density atoms with configuration 3s²3p², the two 3p electrons being shared equally among three orbitals. Let Z = 14 and let Q(r) be the number of electrons inside radius r. By the shell theorem, inner electrons act as if at the nucleus, while an outer shell of radius s gives the constant potential (its charge)/s. For a positive test charge,

v(r) = Z/r − Q(r)/r − ∫ᵣ^∞ 4πs n_at(s) ds.

The factor 4πs is the shell charge density 4πs²n_at divided by s. Near the nucleus v tends to Z/r and repels the positron. Far away Q tends to Z and the last integral vanishes, so v is short-ranged. The atomic tables can then be cut at 7.41 Å without an Ewald sum, and bulk and vacancy energies share one zero.

THE PUBLISHED CORRELATION FUNCTIONAL

Define r_s = (3/(4πn))^(1/3). The potential is the interpolation used by Boronski and Nieminen. With V_corr = C/2 in hartree, C is

r_s < 0.302:
C = −1.56/√r_s + (0.051 ln r_s − 0.081) ln r_s + 1.14

0.302 ≤ r_s < 0.56:
C = −0.92305 − 0.05459/r_s²

0.56 ≤ r_s < 8:
C = −13.15111/(r_s + 2.5)² + 2.8655/(r_s + 2.5) − 0.6298

r_s ≥ 8:
C = −179856.2768 n² + 186.4207 n − 0.524.

The factor 1/2 converts rydberg to hartree. The pieces are fits and do not join perfectly: the largest step is 0.095 eV, at r_s = 0.302, a density belonging to atomic cores.

The attracted electrons raise the density at the positron from n to nγ, with

γ = 1 + 1.23r_s + 0.8295r_s^(3/2) − 1.26r_s² + 0.3286r_s^(5/2) + r_s³/6.

Two limits show what this means. At high density r_s → 0 and γ → 1: the pile-up becomes negligible relative to the density already present. At low density the last term dominates, and

nγ → [3/(4πr_s³)](r_s³/6) = 1/(8π).

This is the contact density of positronium. The relative motion there has reduced mass 1/2, so its equation is −∇²φ − φ/r = εφ. For φ = A e^(−r/2),

∇²φ = φ″ + 2φ′/r = (1/4 − 1/r)φ,

which gives ε = −1/4. Normalization requires A²·4π∫r²e^(−r)dr = 8πA² = 1, hence |φ(0)|² = 1/(8π). A radial diagonalization gives 0.26849 Å⁻³; the formula for nγ at r_s = 10⁸ gives 0.26856 Å⁻³.

FROM WAVE FUNCTION TO LIFETIME

The starting result from quantum electrodynamics is that a slow pair in the spin singlet annihilates into two photons at the rate 4πr₀²c times the electron density at the positron. Here r₀ is the classical electron radius. Two-photon decay is forbidden for the triplet, whose much slower three-photon decay is neglected. Among unpolarized pairs one in four is a singlet, leaving πr₀²c. In atomic units r₀ = α² and c = 1/α, with α the fine-structure constant, so πr₀²c = πα³. Therefore

λ = πα³G, G = ∫|ψ|² nγ d³r, τ = 1/λ,

with ψ normalized to one.

The derivative found for two points holds in general. Let H(η) = H + ηnγ and E(η) = ⟨ψ|H(η)|ψ⟩. Then

dE/dη = ⟨ψ|nγ|ψ⟩ + ⟨ψ′|H|ψ⟩ + ⟨ψ|H|ψ′⟩
= G + E d⟨ψ|ψ⟩/dη = G.

The last step uses Hψ = Eψ and fixed normalization. In the 64-site cell, finite differences of the eigenvalue and the direct integral both give G = 0.56637 Å⁻³.

The derivative also has a physical reading. Annihilation removes probability, which an absorptive potential −iπα³nγ/2 describes. To first order this sets η = −iπα³/2 and turns E into E − iλ/2. The amplitude then decays as e^(−λt/2) and the probability as e^(−λt).

THE ALGORITHM

1. Choose N points along each edge a of the cubic cell, with spacing h = a/N, at coordinates (i + ½)h. Silicon nuclei sit at multiples of a/4. When N is divisible by 4, every nucleus is at the centre of a cube of grid points, at distance √3h/2 from the nearest ones, and Z/r is never evaluated at zero.

2. Sum v and n_at over all atoms within range for one perfect cell. Repeat this cell m times along each axis, giving 8m³ sites and edge L = ma. Then subtract the removed atom and its periodic images. This is legitimate because v and n_at enter linearly. V_corr and γ do not, so they are evaluated after the subtraction.

3. Apply the kinetic energy in Fourier space, where −½∇² multiplies the component of wave vector q by q²/2. For antiperiodic boundaries write ψ = e^(ik·r)u with k = (π/L)(1,1,1) and u periodic. The factor becomes |q + k|²/2.

4. Start from the bulk state multiplied by a decaying function of distance from the vacancy. For the current normalized ψ compute

E = ⟨ψ|H|ψ⟩, R = Hψ − Eψ.

R vanishes for an eigenstate. Divide its Fourier components by q²/2 + 0.2 hartree (with |q + k|² in the antiperiodic case), to damp the short waves that would otherwise dominate the correction. Diagonalize H in the space spanned by ψ, this damped residual and the previous step. The lowest vector is the new ψ. The old ψ belongs to the space, so in exact arithmetic the energy cannot rise. Stop when the norm of R is below 3×10⁻⁶ hartree.

5. Obtain G as the average of nγ weighted by |ψ|², and then τ.

6. Vary N at fixed L, then L at fixed N. Combine the changes only after checking that they add.

WHY TWO BOUNDARY CONDITIONS HELP

Suppose an isolated vacancy has a bound level E₀, and let −t couple it to each of its six nearest images. A Bloch state acquires the phases e^(±ikL) along each axis. Opposite neighbours combine to 2cos(kL), giving

E(k) = E₀ − 2t[cos(k_xL) + cos(k_yL) + cos(k_zL)].

Periodic boundaries have all cosines equal to 1, so E = E₀ − 6t. Antiperiodic boundaries have all equal to −1, so E = E₀ + 6t. Their mean removes t, and their difference, 12t, measures it.

The rate behaves in the same way. Since λ = πα³dE/dη, differentiating the band formula gives

λ(k) = λ₀ − 2s[cos(k_xL) + cos(k_yL) + cos(k_zL)],

with s = πα³dt/dη. In this nearest-image picture it is therefore the rates, not the lifetimes, whose mean removes the coupling. Couplings to more distant images need not cancel, so in a small cell both formulas are only approximate.

The size of t follows from the tail of ψ. Let E_b = E_bulk − E_vac be the binding energy. Outside the well, approximate the bulk by a uniform medium with the free positron mass. For ψ = f(r)/r,

−½f″ = −E_b f, f ∝ e^(−κr), κ = √(2E_b).

The tail reaching the next image is proportional to e^(−κL)/L, and so, in this estimate, is t. A deep level converges quickly with cell size. As E_b → 0 the decay length 1/κ diverges and no affordable cell isolates the vacancy.

SILICON: THE NUMBERS

Take a = 5.43 Å, which makes the bond √3a/4 = 2.351 Å. The bulk lifetimes for N = 12, 16, 20, 24 and 32 are 209.38, 209.90, 210.02, 210.05 and 210.05 ps. At N = 32 a fourth-order difference formula for the kinetic energy, in place of the Fourier one, gives 210.04 ps. At N = 16, with spacing 0.34 Å, the bulk grid error is thus about 0.15 ps relative to the finest grid.

For the vacancy at N = 16, periodic cells of 64, 216 and 512 sites give 236.08, 240.40 and 241.62 ps. Antiperiodic boundaries give 247.40 ps for 64 sites and 242.97 ps for 216. The lifetimes from averaged rates are 241.61 and 241.68 ps. Averaging in the 64-site cell thus brings the result within 0.1 ps of the periodic 512-site value, although each boundary condition alone is more than 5 ps away. So close a match does not measure the accuracy of the average, because the 512-site value has a supercell error of its own.

The energies support the band picture. For 216 sites the mean is

(−1.5019 − 1.4882)/2 = −1.4951 eV,

against −1.4952 eV from the periodic 512-site cell. The band picture puts that periodic level itself about 1 meV below the isolated one, so any closer agreement is accidental. The splitting falls from 0.1268 eV to 0.0137 eV, a ratio of 0.108. With 1/κ = 3.166 Å, the tail estimate is

(2a/3a) exp(−κa) = (2/3) exp(−5.43/3.166) = 0.120.

The agreement is good for an estimate that ignores the band mass and distant images.

The grid correction is taken from the small cell and added to the large one:

τ_vac = 241.62 + (236.20 − 236.08) = 241.74 ps.

Additivity was tested on 216 sites at N = 20: the composite and direct results are both 240.49 ps.

A supercell error remains. The last two increments of the periodic series are 4.32 and 1.22 ps. If they continued geometrically, a further 1.22²/(4.32 − 1.22) ≈ 0.5 ps would be missing. The averaged rates suggest less. The numerical result is therefore about 242 ps (0.242 ns), uncertain by some tenths of a picosecond within this model. The bulk value is 210 ps (0.210 ns) and the binding energy 0.38 eV.

Why is the vacancy lifetime only 15% longer? At N = 16, the bulk positron samples a mean electron density of 0.1417 Å⁻³ with mean enhancement 4.495; the vacancy positron in 512 sites samples 0.1080 Å⁻³ with 5.123. The mean enhancement is defined as G divided by the mean density, so

G_bulk = 0.1417 × 4.495 = 0.637 Å⁻³,
G_vac = 0.1080 × 5.123 = 0.553 Å⁻³,

and G_bulk/G_vac = 1.151. The density alone would lengthen the lifetime by 31%, but the stronger relative pile-up in the dilute vacancy takes back about half of that. Only 53% of the positron lies within one bond length of the vacant site, so much of it still samples the surrounding crystal.

WHAT THE MODEL LEAVES OUT

The following comparisons hold N = 16 and use 216 sites for the vacancy, with 209.9 and 240.4 ps as bulk and vacancy references.

A semiconductor screens less completely than an electron gas. One simple correction multiplies r_s³/6 in γ by 1 − 1/ε, where ε is the high-frequency dielectric constant. With the rough value ε = 12, the lifetimes become 217.5 and 250.5 ps.

Another local enhancement, fitted to Arponen–Pajanne results, is

γ_AP = 1 + 1.23r_s − 0.0742r_s² + r_s³/6.

It gives 183.7 and 209.3 ps. The Barbiellini gradient correction uses

x = |∇n|²/(n²q²), q² = 4(3π²n)^(1/3)/π,

and replaces γ_AP − 1 by (γ_AP − 1)e^(−0.22x) and V_corr by V_corr e^(−0.22x/3). A rapidly varying density then allows less pile-up, and the lifetimes rise to 206.8 and 239.1 ps. Across all these choices the vacancy-to-bulk ratio stays between 1.139 and 1.156, while the absolute vacancy lifetime ranges over 41 ps. The ratio is much less sensitive to the functional.

Atomic positions matter as well. Moving the four neighbours by 0.118 Å, 5% of a bond, changes the vacancy lifetime to 223.4 ps inward and 256.4 ps outward. The binding energies become 0.18 and 0.64 eV. The inward values are the less certain, because a shallower level has a longer tail and a larger supercell error, which was not measured here. Building the crystal from 3s¹3p³ atoms instead gives 207.2 and 240.2 ps. That measures sensitivity to the atomic density; it does not bound the error from omitting self-consistency.

Temperature can release the positron. Take the free positron mass for motion in the crystal, which is enough for an order of magnitude. In equilibrium, the free states per unit volume, weighted by their Boltzmann factors, are

∫d³k/(2π)³ e^(−k²/(2kT)) = (kT/2π)^(3/2),

where kT in the exponent and on the right is the thermal energy. Each Cartesian integral contributes √(2πkT)/(2π). The bound states per unit volume carry weight c_v e^(E_b/kT), for vacancy concentration c_v and one level per vacancy. Detailed balance equates the two flows, so

detrapping rate/trapping rate = (kT/2π)^(3/2) e^(−E_b/kT)/c_v.

At 300 K, kT = 0.02585 eV. For c_v = 10¹⁷ cm⁻³ and E_b = 0.380 eV the ratio is 5×10⁻⁵, and escape is negligible. With the inward-relaxed binding of 0.177 eV it grows by exp(0.203/0.02585) ≈ 2600, to the order of 0.1. Only the order of magnitude is meaningful: that binding comes from a periodic 216-site cell, which overstates it, and an error of 0.03 eV would change the ratio by a factor exp(0.03/0.02585) ≈ 3. Escape can then affect the measured decay, provided detrapping is not slow compared with annihilation; the ratio alone does not decide this.

In real silicon the bulk lifetime is roughly 220 ps, and values near 270 ps are commonly assigned to single vacancies; both are rough figures. The model's 210 and 242 ps are low, the second markedly so. The fixed-atom assumption is the one a real vacancy breaks most directly: its neighbours move, and the trapped positron pushes on them. The two effects oppose each other: in density-functional calculations the empty neutral vacancy relaxes inward and distorts, which here would shorten the lifetime, so a net outward shift has to come from the positron. No forces were computed in this model. In the periodic 216-site cell a 5% outward shift recovers 16 ps and the dielectric correction 10 ps, each taken alone; their combined effect was not calculated. Isolated vacancies are also mobile well below room temperature, so material used at 300 K more often contains vacancy–impurity pairs and divacancies, which need their own atomic structures. Charge matters too: a positively charged vacancy repels the positron at long range, and the neutral-atom potential used here does not describe it. The numerical output lists the individual grid, cell and model comparisons.

Computed values

```
lattice parameter 5.43 A; bond 2.3513 A
atomic table cutoff 7.408 A
atom: electrons 14.000000; energy -7842.25 eV
largest join mismatch of Vcorr 0.0954 eV
positronium contact density 0.26849 A^-3
dilute limit of n*gamma 0.26856 A^-3
bulk, 12 points/cell, spacing 0.4525 A: E -1.1153 eV, lifetime 209.38 ps
bulk, 16 points/cell, spacing 0.3394 A: E -1.1152 eV, lifetime 209.90 ps
bulk, 20 points/cell, spacing 0.2715 A: E -1.1152 eV, lifetime 210.02 ps
bulk, 24 points/cell, spacing 0.2262 A: E -1.1151 eV, lifetime 210.05 ps
bulk, 32 points/cell, spacing 0.1697 A: E -1.1151 eV, lifetime 210.05 ps
bulk, difference stencil, 32 points/cell: 210.04 ps
vacancy, 64 sites, 12 points/cell: E -1.5637 eV, binding 0.4484 eV, 235.62 ps
vacancy, 64 sites, 16 points/cell: E -1.5638 eV, binding 0.4486 eV, 236.08 ps
vacancy, 64 sites, 20 points/cell: E -1.5638 eV, binding 0.4486 eV, 236.18 ps
vacancy, 64 sites, 24 points/cell: E -1.5637 eV, binding 0.4486 eV, 236.20 ps
vacancy, 64 sites, periodic, 16 points/cell: E -1.5638 eV, 236.08 ps
vacancy, 216 sites, periodic, 16 points/cell: E -1.5019 eV, 240.40 ps
vacancy, 512 sites, periodic, 16 points/cell: E -1.4952 eV, 241.62 ps
vacancy, 64 sites, antiperiodic: E -1.4370 eV, 247.40 ps; mean-rate lifetime 241.61 ps
vacancy, 216 sites, antiperiodic: E -1.4882 eV, 242.97 ps; mean-rate lifetime 241.68 ps
boundary splitting ratio 216/64: 0.1083; decay estimate 0.1200
216 sites, 20 points/cell: direct 240.49 ps, additive 240.49 ps
eigenvalue derivative 0.56637 A^-3; contact integral 0.56637 A^-3
bulk: electron density seen 0.1417 A^-3; mean enhancement 4.495
vacancy: electron density seen 0.1080 A^-3; mean enhancement 5.123
positron within one bond length of vacancy: 52.9 %
decay length 1/kappa 3.166 A
FINAL bulk lifetime 210.05 ps = 0.2100 ns
FINAL vacancy lifetime 241.74 ps = 0.2417 ns
FINAL vacancy/bulk ratio 1.1509
FINAL binding energy 0.3800 eV
reference for variants, BN: bulk 209.90 ps, vacancy 240.40 ps
BN, eps=12: bulk 217.54 ps, vacancy 250.47 ps, ratio 1.1514
AP-LDA: bulk 183.68 ps, vacancy 209.26 ps, ratio 1.1393
AP-GGA: bulk 206.80 ps, vacancy 239.11 ps, ratio 1.1562
BN, 3s1 3p3 atoms: bulk 207.22 ps, vacancy 240.18 ps, ratio 1.1591
neighbours moved -0.1176 A: 223.36 ps, binding 0.1767 eV
neighbours moved +0.1176 A: 256.37 ps, binding 0.6375 eV
thermal energy at 300 K 0.02585 eV
detrapping/trapping at 300 K, 1e17 cm^-3: 5.177e-05
```
